The Roentgen interaction and the aberration of light from a moving atom, part 1

(Sections cited here and not found follow in the second part.)

**First half: the interaction and the emission amplitude**

Q: An atom at rest couples to light through −d·E. If the atom drifts slowly, I would evaluate E at its moving position and keep the same coupling. The Doppler shift then comes from the motion of that position. Why should anything be missing?

A: Because a moving charge also feels the magnetic field. The magnetic forces on the two opposite charges of a drifting dipole are opposite, so they pull on the dipole as an electric field does. Whether this leaves a term of the same order as the Doppler corrections has to be settled by starting from the charges.

Let the atom consist of charges q_i with masses m_i at positions r_i, with total charge zero. Write

r_i = R + ρ_i,  Σ m_i ρ_i = 0,  d = Σ q_i ρ_i,

where R is the centre of mass, V = dR/dt its velocity and d the electric dipole. I use Hartree atomic units with 4πε₀ = 1. The potentials are defined by E = −∇φ − ∂A/∂t and B = ∇×A, so that a light wave has |B| = |E|/c. The coupling of the charges to the field is

L_min = Σ q_i [v_i·A(r_i,t) − φ(r_i,t)],  v_i = V + ρ̇_i.

Q: Expand it, then, but tell me what happens to every term.

A: To first order in the distance from the centre of mass,

A(r_i) = A(R) + (ρ_i·∇)A,  φ(r_i) = φ(R) + ρ_i·∇φ.

The potential φ(R) and the product V·A(R) are multiplied by Σ q_i = 0 and disappear. The term ρ̇_i·A(R) sums to ḋ·A. The term V·(ρ_i·∇)A sums to (d·∇)(V·A), where V is not differentiated because it does not depend on the field point. The scalar potential gives −d·∇φ. Hence

L_min = ḋ·A + (d·∇)(V·A) − d·∇φ + terms of second order in ρ.

Q: I see neither E nor B there, and the expression depends on the gauge.

A: A Lagrangian may be changed by a total time derivative without changing the equations of motion, since such a term adds to the action a quantity fixed by the end points. Subtract the derivative of d·A(R,t). The field is evaluated at a moving point, so its derivative along the path has two parts:

d/dt [d·A(R,t)] = ḋ·A + d·∂A/∂t + d·(V·∇)A.

The subtraction gives

L_int = d·(−∇φ − ∂A/∂t) + (d·∇)(V·A) − (V·∇)(d·A).

The first bracket is E. For the other two terms use the vector identity for constant V,

V×(∇×A) = ∇(V·A) − (V·∇)A.

Its scalar product with d is the remaining pair. Therefore

L_int = d·E + d·(V×B) = d·(E + V×B).

The second term is the Roentgen interaction. It came from two sources: the difference of A at the two charges, carried along at velocity V, and the change of A(R,t) along the path.

This identity was tested with an arbitrary choice of smooth potentials, path and dipole. At one instant the first-order coupling of the point charges, minus the total derivative and minus d·E, was −3.62681912 atomic units. The separately calculated value of d·(V×B) was the same to all printed digits.

Q: You dropped terms such as q_i ρ̇_i·(ρ_i·∇)A. Compared with the Roentgen term they have ρ̇_i in place of V. In many atoms the internal speed is far larger than the drift speed, so you have dropped the larger term and kept the smaller one.

A: The comparison of sizes is right, and smallness alone does not justify the omission. Parity does. The dropped term contains two internal vectors, ρ_i and ρ̇_i. It is unchanged when all internal vectors are reversed. It is the magnetic-dipole and electric-quadrupole coupling, and it connects internal states of equal parity. The Roentgen term contains one internal vector and connects states of opposite parity, as d·E does.

I therefore assume that the initial and final states have definite and opposite parity, so that the transition is electric dipole. The dropped second-order terms then have no matrix element between them. The first surviving corrections have two more powers of ρ than the leading term, so they are smaller by about (kρ)², where k is the photon wavenumber. If the states are of mixed parity, for instance in a static electric field, this argument fails and the second-order terms have to be restored.

Q: Is there a simple physical reading of E + V×B?

A: It is the electric field in the rest frame of the atom, to first order in

β = V/c.

The Lorentz transformation of the field gives E′ = E + V×B + O(β²), with the error relative to the field strength. So L_int is the usual d·E coupling, with the field that the atom experiences in its own frame. This reading suggests that relativity will be respected at first order, but it does not yet prove anything about the emission pattern.

Q: Quantum mechanics needs a Hamiltonian. A velocity-dependent interaction changes the momentum, so I don't trust a mere change of sign.

A: The change of momentum has to be followed through. A cyclic permutation gives d·(V×B) = V·(B×d). The part of the Lagrangian that involves the centre of mass is

L = ½MV² + d·E + V·(B×d),

where M is the total mass. The canonical momentum is

P = ∂L/∂V = MV + B×d.

Then

H = P·V − L = (MV + B×d)·V − ½MV² − d·E − V·(B×d) = ½MV² − d·E.

The Roentgen term has vanished from this form, but it returns when V is expressed through P:

H = (P − B×d)²/(2M) − d·E.

To first order in the field the interaction is

H_int = −d·E − P·(B×d)/M.

So the sign does simply change at this order, with P/M in the place of V. The interaction contains no internal velocity, so the internal momenta are not altered.

Q: P and B(R) do not commute. Which order do you choose?

A: Squaring the operator P − B×d produces the symmetric order:

H_int = −d·E − [P·(B×d) + (B×d)·P]/(2M).

For emission of a photon with wavevector k, the field contains exp(−ik·R), which lowers the atomic momentum from P to P − k. The operator P on the right acts before this change and gives P. The one on the left acts after it and gives P − k. The mean is P − k/2, so the velocity in the Roentgen term is

V − k/(2M).

The correction to β is k/(2Mc) = ω/(2Mc²), where ω is the photon frequency. I neglect it. It is small compared with β when the drift speed is much larger than the recoil speed. It points along the photon direction, so it only rescales the usual d·E amplitude by a relative amount ω/(2Mc²).

Q: The field is also a dynamical variable. Does d·E not change the canonical momentum of the field?

A: It does, because E contains ∂A/∂t. Completing the square in the field momentum leaves a coupling linear in d and an additional term quadratic in d. The quadratic term contains no photon operator and cannot emit a photon at first order. For the one-photon amplitude the free-field modes may be used. The same amplitude will also be obtained below from the original coupling to A, where this change of field momentum does not occur.

Q: Then give me the amplitude for one photon.

A: Let n be the direction of the photon and e a real polarisation vector perpendicular to n, so that k = ωn/c. The part of the field that creates the photon has the potential

A = a₀ e exp(−ik·r + iωt).

From E = −∂A/∂t and B = ∇×A,

E = −iω a₀ e exp(−ik·r + iωt),
B = −i a₀ k×e exp(−ik·r + iωt).

With E₀ = −iωa₀ the two amplitudes are E₀e and (E₀/c) n×e. From here on, d in an amplitude means the transition element between the internal states, ⟨f|d|i⟩, which may be complex. The matrix element of H_int is

⟨f|H_int|i⟩ = −E₀ F(e),  F(e) = d·[e + β×(n×e)].

The double product is

β×(n×e) = n(β·e) − e(β·n),

so that

F(e) = (1 − n·β) d·e + (d·n)(β·e).

Without the Roentgen interaction F would be d·e. The interaction changes it in two ways. It multiplies the usual part by the factor 1 − n·β, and it lets the component of the dipole along the line of sight contribute. A dipole at rest does not radiate through that component.

Q: I could have used the coupling p·A and never met a Roentgen term. If it is needed, how can that calculation be right?

A: It contains the same contribution under another name. First I need the photon frequency. Energy and momentum conservation for the moving atom, with transition frequency ω₀ at rest, read

ω₀ + P²/(2M) = ω + (P − k)²/(2M).

Expanding the square and cancelling P²/(2M) gives

ω₀ = ω − k·P/M + k²/(2M).

With P/M = V and k = ωn/c this is

ω₀ = ω(1 − n·β) + ω²/(2Mc²).

After the recoil term is dropped,

ω = ω₀/(1 − n·β).

Now take a transverse A with φ omitted from the radiation field. The coupling linear in A is

H₁ = −Σ (q_i/m_i) p_i·A(r_i).

Before the perturbation acts, p_i/m_i is the velocity V + ρ̇_i. The internal part of the matrix element is therefore

−a₀ ⟨f| Σ q_i (V·e + ρ̇_i·e) exp(−ik·ρ_i) |i⟩.

In the term with V, expand the exponential to first order:

V·e Σ q_i (1 − ik·ρ_i) → −i(k·d)(V·e),

because the total charge is zero. In the term with ρ̇_i the leading part is ḋ·e. The Heisenberg equation gives

⟨f|ḋ|i⟩ = i(E_f − E_i)⟨f|d|i⟩ = −iω₀ d,

since the atom loses the energy ω₀. The next part, with one factor of k·ρ_i, vanishes by the parity argument already used. The sum is

⟨f|H₁|i⟩ = ia₀ [ω₀ d·e + (k·d)(V·e)].

Insert ω₀ = ω(1 − n·β), k = ωn/c and V = cβ:

⟨f|H₁|i⟩ = iωa₀ [(1 − n·β) d·e + (d·n)(β·e)] = −E₀ F(e).

The two forms agree on the energy shell, including the phase.

Q: So the Roentgen term is not required after all. It depends on how I write the coupling.

A: The contribution is required, while its name depends on the form. In the p·A form it is contained partly in ω₀ = ω(1 − n·β) and partly in the current of the centre of mass, q_iV, combined with the variation of the wave across the atom. Someone who replaces exp(−ik·ρ_i) by 1 in all terms loses (k·d)(V·e), because the charges then cancel. In the form built on d·E the same physics has to be supplied by the Roentgen interaction. The statement that it is required refers to that form.

Q: Both calculations expand in the size of the atom. Can the full plane wave be kept?

A: It can for a definite model. Take two opposite unit charges bound by an isotropic harmonic force, with ω₀ = 0.1 hartree, light mass 1 and total mass 50000 electron masses. Let the speed be 1 atomic unit along x, and let the atom fall from one oscillator quantum along z to the ground state.

The position operator of a harmonic oscillator has the element 1/√(2μω₀) between these states, where μ is the reduced mass. With μ very close to 1,

|d| = 1/√(2 × 0.1) = 2.236 atomic units.

The p·A matrix element was computed with the plane wave kept at both charges, for several directions and both polarisations. Relative to ω|d|, its largest difference from the amplitude F was 1.3 × 10⁻⁶. The largest part contributed by the Roentgen term was 7.3 × 10⁻³, several thousand times as large.

The remaining difference has the expected order. With c = 137.036, k is about 0.1/137 = 7.3 × 10⁻⁴, and (k|d|)² is about 2.7 × 10⁻⁶. This is an estimate of order, with no claim to the numerical factor.

**Second half: the emission pattern and relativity**

Q: Before we count photons, state what you are carrying over.

A: The atom moves with V = cβ and has the transition dipole d and the rest frequency ω₀. A photon has direction n, real polarisation e and frequency ω. For an electric dipole transition between states of definite parity, with β ≪ 1 and recoil neglected, the first half gave

matrix element = −E₀ F(e),
F(e) = (1 − n·β) d·e + (d·n)(β·e),
ω = ω₀/(1 − n·β).

Here E₀ is the field amplitude of the mode. With the coupling −d·E alone, F(e) is replaced by d·e and the frequency condition is the same. I shall write x = n·β. The units are Hartree units with 4πε₀ = 1.

Q: How many photons go into each direction per unit laboratory time?

A: First fix E₀. In a volume 𝒱 the vacuum energy of one mode is ω/2. The electric and magnetic parts are equal and each is |E₀|²𝒱/(8π), so

2|E₀|²𝒱/(8π) = ω/2,  |E₀|² = 2πω/𝒱.

The number of modes in dω dΩ for each polarisation is 𝒱ω² dω dΩ/[(2π)³c³]. The golden rule for weak coupling gives

dΓ/dΩ = 2π ∫ dω 𝒱ω²/[(2π)³c³] · (2πω/𝒱) · Σ_e |F(e)|² δ(ω₀ − ω(1 − x)).

The volume cancels, and the numerical factor is 2π·2π/(8π³) = 1/(2π). In the frequency integral, ω³ contributes (1 − x)⁻³ and the delta function contributes one more factor (1 − x)⁻¹:

∫ ω³ δ(ω₀ − ω(1 − x)) dω = ω₀³/(1 − x)⁴.

Therefore

dΓ/dΩ = [ω₀³/(2πc³)] W(n),
W(n) = (1 − x)⁻⁴ Σ_e |F(e)|².

At rest the sum over two polarisations perpendicular to n gives W = |d|² − |d·n|².

We now have the one-photon amplitude with the Roentgen term and, from it, the number of photons emitted into each direction per unit laboratory time. It remains to compare this pattern with relativity at first order in β, and to find when the Roentgen term is necessary.
